# Ranking carbon, oxygen and fluorine by absorption at 92 eV: a numerical check

```python
"""Ranking of C, O and F by photoabsorption at 92 eV and equal number density.

Result under test: sigma = 2 r_e lambda f2, mu = density * sigma, and
f2(F) > f2(O) > f2(C) at 92 eV. Hartree atomic units are used internally.
f = f1 - i f2 : oscillation amplitude relative to that of a free electron
sigma         : absorption cross section; omega: photon energy
u(r)          : radial function r*R(r); continuum u is energy-normalised
The f2 table is computed in a spherical Hartree-Slater atom whose potential
is replaced by -1/r wherever it would otherwise be weaker than -1/r.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from sympy.physics.wigner import gaunt

ALPHA = const.fine_structure
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
MB = BOHR**2 / 1e-22                      # one square bohr in megabarn
PHOTON_EV = 92.0
OMEGA = PHOTON_EV / HARTREE_EV

# Logarithmic radial grid; u = sqrt(r) * y
STEP = 0.004
r = np.exp(np.arange(np.log(1e-3), np.log(30.0), STEP))
MATCH = int(np.searchsorted(r, 20.0))


def origin_series(radius, l, charge):
    """Small-r form of y for a nucleus of the given charge."""
    return radius**(l + 0.5) * (1 - charge * radius / (l + 1))


def bound_states(potential, l, count):
    """Lowest bound energies and normalised radial functions u."""
    charge = -r[0] * potential[0]
    diagonal = 1 / STEP**2 + 0.5 * (l + 0.5)**2 + r**2 * potential
    before = r[0] * np.exp(-STEP)
    ratio = origin_series(before, l, charge) / origin_series(r[0], l, charge)
    diagonal[0] -= ratio / (2 * STEP**2)
    energies, vectors = eigh_tridiagonal(
        diagonal / r**2, -0.5 / STEP**2 / (r[:-1] * r[1:]),
        select="i", select_range=(0, count - 1))
    return energies, [vectors[:, i] / np.sqrt(r * STEP) for i in range(count)]


def continuum(potential, l, energy):
    """Energy-normalised continuum function by Numerov integration."""
    charge = -r[0] * potential[0]
    g = (l + 0.5)**2 + 2 * r**2 * (potential - energy)
    t = (STEP**2 * g / 12).tolist()
    y = [origin_series(r[0], l, charge), origin_series(r[1], l, charge)]
    for i in range(1, len(r) - 1):
        y.append(((2 + 10 * t[i]) * y[i] - (1 - t[i - 1]) * y[i - 1])
                 / (1 - t[i + 1]))
    y = np.array(y)
    m = MATCH
    slope = (y[m - 2] - 8 * y[m - 1] + 8 * y[m + 1] - y[m + 2]) / (12 * STEP)
    u = np.sqrt(r) * y
    du = (slope + 0.5 * y[m]) / np.sqrt(r[m])
    k = np.sqrt(2 * (energy - potential[m]) - l * (l + 1) / r[m]**2)
    amplitude2 = u[m]**2 + (du / k)**2
    return u * np.sqrt(2 / (np.pi * k * amplitude2))


def radial_integral(integrand):
    return np.sum(integrand * r) * STEP


def subshell_sigma(potential, energy, u, l, electrons, omega):
    """Golden-rule cross section in square bohr; zero for a closed shell."""
    if omega + energy <= 0:
        return 0.0
    strength = 0.0
    for final_l in (l - 1, l + 1):
        if final_l >= 0:
            wave = continuum(potential, final_l, omega + energy)
            strength += max(l, final_l) * radial_integral(wave * r * u)**2
    return (4 * np.pi**2 * ALPHA / 3 * electrons * omega
            * strength / (2 * l + 1))


def solve_atom(nuclear_charge, exchange_strength):
    """Self-consistent atom 1s2 2s2 2p(Z-4)."""
    z = nuclear_charge
    potential = -(1 + (z - 1) * np.exp(-1.5 * r)) / r
    for _ in range(200):
        e_s, u_s = bound_states(potential, 0, 2)
        e_p, u_p = bound_states(potential, 1, 1)
        shells = {"1s": (e_s[0], u_s[0], 0, 2), "2s": (e_s[1], u_s[1], 0, 2),
                  "2p": (e_p[0], u_p[0], 1, z - 4)}
        radial_density = sum(s[3] * s[1]**2 for s in shells.values())
        inside = np.cumsum(radial_density * r) * STEP
        outer = radial_density * STEP
        outside = np.cumsum(outer[::-1])[::-1] - outer
        density = radial_density / (4 * np.pi * r**2)
        exchange = -1.5 * exchange_strength * (3 * density / np.pi)**(1 / 3)
        updated = np.minimum(-z / r + inside / r + outside + exchange, -1 / r)
        change = np.max(np.abs(r * (updated - potential)))
        if change < 1e-4:
            return potential, shells
        potential = potential + 0.4 * (updated - potential)
    raise AssertionError("self-consistency not reached")


def atom_sigma(atom, omega):
    potential, shells = atom
    return {name: subshell_sigma(potential, *shell, omega)
            for name, shell in shells.items()}


def f2_from_sigma(sigma, omega):
    wavelength = 2 * np.pi / (ALPHA * omega)
    return sigma / (2 * ALPHA**2 * wavelength)


# Driven oscillator: measured work against the scattering-factor formula
field, resonance, damping = 0.1, 2.0, 0.5
period = 2 * np.pi / OMEGA
times = 80 + period * np.arange(400) / 400
motion = solve_ivp(
    lambda t, s: [s[1], -field * np.cos(OMEGA * t) - damping * s[1]
                  - resonance**2 * s[0]],
    (0, times[-1]), [0, 0], t_eval=times, method="DOP853",
    rtol=1e-10, atol=1e-13)
position, velocity = motion.y
response = 2 * np.mean(position * np.exp(1j * OMEGA * times))
factor = response / (field / OMEGA**2)
power = np.mean(-field * np.cos(OMEGA * times) * velocity)
sigma_work = power / (field**2 / (8 * np.pi * ALPHA))
sigma_factor = 2 * ALPHA**2 * (2 * np.pi / (ALPHA * OMEGA)) * (-factor.imag)
assert abs(sigma_factor / sigma_work - 1) < 1e-5


def attenuation_ratio(density):
    index = np.sqrt(1 - 4 * np.pi * density * np.conj(np.conj(factor))
                    / OMEGA**2)
    return 2 * ALPHA * OMEGA * index.imag / (density * sigma_work)


DENSITY = 0.005
assert abs(attenuation_ratio(1e-5) - 1) < 1e-4
assert abs(attenuation_ratio(DENSITY) - 1) < 0.02

# Angular weights from explicit integrals of three spherical harmonics
for l, final_l in ((0, 1), (1, 0), (1, 2)):
    total = sum(float(gaunt(final_l, 1, l, -m, 0, m))**2
                for m in range(-min(l, final_l), min(l, final_l) + 1))
    angular = 4 * np.pi / 3 * total / (2 * l + 1)
    assert abs(angular - max(l, final_l) / (3 * (2 * l + 1))) < 1e-12

# Hydrogen 1s: numerical radial solution against the closed cross section
e_h, u_h = bound_states(-1 / r, 0, 1)
assert abs(e_h[0] + 0.5) < 1e-3
h_numeric = subshell_sigma(-1 / r, e_h[0], u_h[0], 0, 1, OMEGA)
k_h = np.sqrt(2 * OMEGA - 1)
h_closed = (512 * np.pi**2 * ALPHA / 3 * (0.5 / OMEGA)**4
            * np.exp(-4 * np.arctan(k_h) / k_h)
            / (1 - np.exp(-2 * np.pi / k_h)))
assert abs(h_numeric / h_closed - 1) < 0.005

# Atomic table, interpolation and direct evaluation
CHARGES = {"C": 6, "O": 8, "F": 9}
TABLE_EV = (88.0, 96.0)
atoms = {name: solve_atom(z, 1.0) for name, z in CHARGES.items()}
table, f2_interp, f2_direct, parts, sigma = {}, {}, {}, {}, {}
radius, gauge_ratio, per_electron = {}, {}, {}
weight = np.log(PHOTON_EV / TABLE_EV[0]) / np.log(TABLE_EV[1] / TABLE_EV[0])
for name, atom in atoms.items():
    potential, shells = atom
    table[name] = [f2_from_sigma(sum(atom_sigma(atom, e / HARTREE_EV).values()),
                                 e / HARTREE_EV) for e in TABLE_EV]
    f2_interp[name] = np.exp((1 - weight) * np.log(table[name][0])
                             + weight * np.log(table[name][1]))
    parts[name] = atom_sigma(atom, OMEGA)
    f2_direct[name] = f2_from_sigma(sum(parts[name].values()), OMEGA)
    assert abs(f2_interp[name] / f2_direct[name] - 1) < 0.005
    assert -shells["1s"][0] > OMEGA
    sigma[name] = 4 * np.pi * ALPHA * f2_interp[name] / OMEGA
    energy, u, _, electrons = shells["2p"]
    per_electron[name] = parts[name]["2p"] / electrons
    radius[name] = radial_integral(u**2 * r)
    wave = continuum(potential, 2, energy + OMEGA)
    force = np.gradient(potential, STEP) / r
    gauge_ratio[name] = (radial_integral(wave * force * u)
                         / (OMEGA**2 * radial_integral(wave * r * u)))
    assert abs(gauge_ratio[name] - 1) < 0.01

assert f2_interp["F"] > f2_interp["O"] > f2_interp["C"]
assert per_electron["F"] > per_electron["O"] > per_electron["C"]
assert radius["F"] < radius["O"] < radius["C"]

# Same ranking with weaker local exchange
weak = {name: f2_from_sigma(
    sum(atom_sigma(solve_atom(z, 2 / 3), OMEGA).values()), OMEGA)
    for name, z in CHARGES.items()}
assert weak["F"] > weak["O"] > weak["C"]

# One hydrogen-like 2p electron: stronger attraction at fixed occupation
hydrogenic = {}
for z in (2, 3, 4):
    e_z, u_z = bound_states(-z / r, 1, 1)
    hydrogenic[z] = (radial_integral(u_z[0]**2 * r),
                     subshell_sigma(-z / r, e_z[0], u_z[0], 1, 1, OMEGA))
assert hydrogenic[2][0] > hydrogenic[3][0] > hydrogenic[4][0]
assert hydrogenic[2][1] < hydrogenic[3][1] < hydrogenic[4][1]

# Above the carbon K edge the order changes
HIGH_EV = 400.0
high_parts = {n: atom_sigma(a, HIGH_EV / HARTREE_EV) for n, a in atoms.items()}
high = {n: sum(p.values()) for n, p in high_parts.items()}
assert high_parts["C"]["1s"] > 0
assert high_parts["O"]["1s"] == high_parts["F"]["1s"] == 0
assert high["C"] > max(high["O"], high["F"])

print(f"Photon energy: {PHOTON_EV:.1f} eV = {OMEGA:.5f} hartree")
print(f"Wavelength: {2*np.pi/(ALPHA*OMEGA)*BOHR*1e9:.3f} nm")
print(f"sigma per unit f2: {4*np.pi*ALPHA/OMEGA:.6f} bohr^2"
      f" = {4*np.pi*ALPHA/OMEGA*MB:.4f} Mb")
print(f"Oscillator sigma, work / f2 formula: {sigma_work:.6f}"
      f" / {sigma_factor:.6f} bohr^2")
print(f"Oscillator mu/(density*sigma) at model density:"
      f" {attenuation_ratio(DENSITY):.5f}")
print(f"Hydrogen 1s sigma, numerical / closed: {h_numeric*MB:.5f}"
      f" / {h_closed*MB:.5f} Mb")
for name, (_, shells) in atoms.items():
    print(f"{name} orbital energies 1s, 2s, 2p: "
          + ", ".join(f"{s[0]*HARTREE_EV:.1f}" for s in shells.values())
          + " eV")
for name in CHARGES:
    print(f"{name} f2 table at {TABLE_EV[0]:.0f}, {TABLE_EV[1]:.0f} eV:"
          f" {table[name][0]:.4f}, {table[name][1]:.4f}")
    print(f"{name} f2 at 92 eV, interpolated / direct:"
          f" {f2_interp[name]:.4f} / {f2_direct[name]:.4f}")
    print(f"{name} sigma: {sigma[name]:.5f} bohr^2 = {sigma[name]*MB:.3f} Mb;"
          f" ratio to C: {sigma[name]/sigma['C']:.3f}")
    print(f"{name} direct 2s, 2p parts: {parts[name]['2s']*MB:.3f},"
          f" {parts[name]['2p']*MB:.3f} Mb")
    print(f"{name} sigma per 2p electron: {per_electron[name]*MB:.4f} Mb;"
          f" mean 2p radius: {radius[name]:.3f} bohr")
    print(f"{name} acceleration/length amplitude: {gauge_ratio[name]:.5f}")
print("f2 with 2/3 exchange, C, O, F: "
      + ", ".join(f"{weak[n]:.4f}" for n in CHARGES))
for z, (mean_radius, area) in hydrogenic.items():
    print(f"Hydrogen-like 2p, Z={z}: mean radius {mean_radius:.3f} bohr,"
          f" sigma {area*MB:.4f} Mb")
print(f"Sigma at {HIGH_EV:.0f} eV, C, O, F: "
      + ", ".join(f"{high[n]*MB:.4f}" for n in CHARGES) + " Mb")
THICKNESS_NM = 30.0
print(f"Model density: {DENSITY:.3f} bohr^-3;"
      f" film thickness: {THICKNESS_NM:.0f} nm")
for name in CHARGES:
    mu = DENSITY * sigma[name]
    absorbed = 1 - np.exp(-mu * THICKNESS_NM * 1e-9 / BOHR)
    print(f"{name} mu: {mu:.4e} bohr^-1 = {mu/BOHR*1e-6:.3f} um^-1;"
          f" absorbed: {100*absorbed:.2f} %")
print("all good")
```

Running it gives:

```
Photon energy: 92.0 eV = 3.38094 hartree
Wavelength: 13.477 nm
sigma per unit f2: 0.027123 bohr^2 = 0.7595 Mb
Oscillator sigma, work / f2 formula: 0.009025 / 0.009025 bohr^2
Oscillator mu/(density*sigma) at model density: 1.00404
Hydrogen 1s sigma, numerical / closed: 0.02502 / 0.02502 Mb
C orbital energies 1s, 2s, 2p: -290.9, -17.5, -9.0 eV
O orbital energies 1s, 2s, 2p: -536.8, -29.2, -14.2 eV
F orbital energies 1s, 2s, 2p: -687.6, -35.9, -17.0 eV
C f2 table at 88, 96 eV: 0.9042, 0.8227
C f2 at 92 eV, interpolated / direct: 0.8616 / 0.8618
C sigma: 0.02337 bohr^2 = 0.654 Mb; ratio to C: 1.000
C direct 2s, 2p parts: 0.434, 0.220 Mb
C sigma per 2p electron: 0.1102 Mb; mean 2p radius: 1.727 bohr
C acceleration/length amplitude: 1.00000
O f2 table at 88, 96 eV: 2.8623, 2.6081
O f2 at 92 eV, interpolated / direct: 2.7294 / 2.7311
O sigma: 0.07403 bohr^2 = 2.073 Mb; ratio to C: 3.168
O direct 2s, 2p parts: 0.601, 1.474 Mb
O sigma per 2p electron: 0.3684 Mb; mean 2p radius: 1.202 bohr
O acceleration/length amplitude: 1.00001
F f2 table at 88, 96 eV: 4.4330, 4.0986
F f2 at 92 eV, interpolated / direct: 4.2589 / 4.2638
F sigma: 0.11552 bohr^2 = 3.235 Mb; ratio to C: 4.943
F direct 2s, 2p parts: 0.612, 2.626 Mb
F sigma per 2p electron: 0.5253 Mb; mean 2p radius: 1.049 bohr
F acceleration/length amplitude: 1.00000
f2 with 2/3 exchange, C, O, F: 0.7182, 2.3271, 3.6286
Hydrogen-like 2p, Z=2: mean radius 2.500 bohr, sigma 0.0054 Mb
Hydrogen-like 2p, Z=3: mean radius 1.667 bohr, sigma 0.0425 Mb
Hydrogen-like 2p, Z=4: mean radius 1.250 bohr, sigma 0.1622 Mb
Sigma at 400 eV, C, O, F: 0.4854, 0.0682, 0.1111 Mb
Model density: 0.005 bohr^-3; film thickness: 30 nm
C mu: 1.1684e-04 bohr^-1 = 2.208 um^-1; absorbed: 6.41 %
O mu: 3.7015e-04 bohr^-1 = 6.995 um^-1; absorbed: 18.93 %
F mu: 5.7758e-04 bohr^-1 = 10.915 um^-1; absorbed: 27.92 %
all good
```
